Spin-orbit splitting of d resonances in a heavy-atom muffin-tin potential

**Question**

An electron is scattered by one muffin-tin sphere of radius R = 2.50 bohr containing a model atom with Z = 80. Hartree atomic units are used (ħ = m = e = 1, c = 137.036). The energy E excludes the rest energy and is measured from the muffin-tin zero. The potential is

V(r) = v(r) − v(R) for r < R, V(r) = 0 for r ≥ R,

v(r) = −(1/r)[1 + (Z − 1)/(1 + r/a)²], a = 0.348 bohr.

V is continuous at R, while V' jumps there. With κ = 2 for d3/2 and κ = −3 for d5/2, the radial Dirac equations are

P' = −κP/r + 2cM D,

D' = κD/r − (E − V)P/c,

M(r) = 1 + (E − V)/(2c²),

where P and D are the large and small components, each multiplied by r. A resonance energy is defined here as the energy at which the phase shift δ rises through π/2 (modulo π).

The spin-orbit operator ξ l·s suggests a splitting of (5/2)ξ between the two resonances. Parts (a) to (f) establish what ξ means for a resonance and how far this rule holds. Part (g) asks for numbers.

**(a) Find λ, the value of l·s, for both channels, and relate it to κ.**

*Answer.* Squaring j = l + s gives j² = l² + s² + 2 l·s, so

λ = ½[j(j + 1) − l(l + 1) − ¾].

For l = 2:

j = 5/2: λ = ½(35/4 − 6 − 3/4) = 1,

j = 3/2: λ = ½(15/4 − 6 − 3/4) = −3/2.

The two values differ by 5/2, which is the origin of that factor. Both agree with λ = −(κ + 1)/2: κ = −3 gives 1 and κ = 2 gives −3/2.

**(b) Rewrite the Dirac equations, without approximation, so that the channel enters through λ in a single term. Identify the spin-orbit function ξ(r).**

*Answer.* Define a new small component by

Q = (P' − P/r)/(2cM).

Inserting the first Dirac equation gives

Q = D − (κ + 1)P/(2cMr), or D = Q + (κ + 1)P/(2cMr).

To differentiate Q we need

d/dr[P/(Mr)] = (P' − P/r)/(Mr) − M'P/(M²r) = 2cQ/r − M'P/(M²r).

The second Dirac equation, with D expressed through Q, reads

D' = κQ/r + κ(κ + 1)P/(2cMr²) − (E − V)P/c.

Therefore

Q' = D' − [(κ + 1)/(2c)] d/dr[P/(Mr)]

= [κ − (κ + 1)]Q/r + κ(κ + 1)P/(2cMr²) − (E − V)P/c + (κ + 1)M'P/(2cM²r).

The first bracket is −1. In both channels κ(κ + 1) = 6 = l(l + 1). In the last term, κ + 1 = −2λ and M' = −V'/(2c²), so the two minus signs cancel:

(κ + 1)M'/(2cM²r) = λV'/(2c³M²r) = λξ(r)/c.

The result is

P' = P/r + 2cMQ,

Q' = −Q/r + {6/(2cMr²) − [E − V − λξ(r)]/c}P,

ξ(r) = V'(r)/(2M²c²r).

The term λξ(r) adds to V, as a potential ξ(r) l·s would. Setting λ = 0 defines the scalar-relativistic problem, whose resonance energy is called E₀. When |E − V| is much less than 2c², M tends to 1 and ξ(r) to the Pauli form V'/(2c²r).

We may now let λ vary continuously from −3/2 to 1. The solution must stay regular at the nucleus. There V ≈ −Z/r and M ≈ Z/(2c²r), so 2cMr → Z/c and rξ → 2c²/Z. With P and Q proportional to r^s,

(s − 1)P = (Z/c)Q,

(s + 1)Q = [6c/Z − Z/c + 2λc/Z]P.

Multiplying these equations gives

s² = 7 + 2λ − (Z/c)².

At λ = 1 and −3/2 this is κ² − (Z/c)², as the Dirac equation requires. Here Z/c ≈ 0.58, so the regular solution has s > 0 throughout the range.

**(c) State the resonance condition at r = R.**

*Answer.* Outside the sphere V and ξ vanish and M has the constant value M₀ = 1 + E/(2c²). Differentiating P' = P/r + 2cM₀Q gives

P'' = P'/r − P/r² + 2cM₀Q',

2cM₀Q' = −(P' − P/r)/r + 6P/r² − 2M₀E P.

The first-derivative terms and the two terms ±P/r² cancel, leaving

P'' = (6/r² − k²)P, k² = 2M₀E = 2E + E²/c².

With the convention n₀(x) = −cos x/x, the solution is

P = r[j₂(kr) cos δ − n₂(kr) sin δ]

up to a constant factor. At δ = π/2 it is proportional to r n₂(kr), for which P' − P/r is proportional to rk n₂'(kr). A prime on a Bessel function denotes differentiation with respect to its argument.

P and D are continuous at R. Since V is continuous, M is too, and therefore so is Q. With B = Q(R)/P(R) computed from inside, the condition is

B(E, λ) = Bₙ(E), Bₙ = k n₂'(kR)/[2cM₀ n₂(kR)].

The exterior function Bₙ does not depend on λ, so λ enters only through the interior solution. The size of the resulting shift still depends on the slope of Bₙ(E), as (d) shows.

**(d) Derive dE/dλ for the resonance energy, including the correct normalisation.**

*Answer.* Write the interior system as P' = P/r + bQ and Q' = −Q/r + gP, with b = 2cM and g the curly bracket in (b). Let a dot denote the derivative with respect to a parameter, either E or λ, and let W = PQ̇ − QṖ. The four parts of W' are

P'Q̇ = PQ̇/r + bQQ̇,

PQ̇' = −PQ̇/r + ġP² + gPṖ,

−Q'Ṗ = QṖ/r − gPṖ,

−QṖ' = −QṖ/r − ḃQ² − bQQ̇.

Their sum is

W' = ġP² − ḃQ².

W vanishes at the nucleus, because it behaves at worst as r^(2s) ln r with s > 0. Since Ḃ = W(R)/P(R)²,

Ḃ = [1/P(R)²] ∫₀ᴿ (ġP² − ḃQ²) dr.

For the derivative with respect to E, use ∂M/∂E = 1/(2c²). Then

ḃ = 1/c,

∂ξ/∂E = −(2ξ/M)/(2c²) = −ξ/(Mc²),

ġ = −(1/c)[1 + 6/(2cMr)² + λξ/(Mc²)].

Hence

∂B/∂E = −N_in/[cP(R)²],

N_in = ∫₀ᴿ {P²[1 + 6/(2cMr)² + λξ/(Mc²)] + Q²} dr.

For the derivative with respect to λ, ḃ = 0 and ġ = ξ/c, so

∂B/∂λ = S/[cP(R)²], S = ∫₀ᴿ ξ(r)P² dr.

Along the resonance, B(E(λ), λ) = Bₙ(E(λ)). Differentiation gives

(∂B/∂E − dBₙ/dE) dE/dλ = −∂B/∂λ.

Multiplying by −cP(R)² gives the required result:

dE/dλ = ξ(λ) = S/(N_in + N_out), N_out = cP(R)² dBₙ/dE.

The symbol ξ(λ) denotes this energy parameter, and ξ(r) the function inside the integral. The perturbative spin-orbit parameter is ξ(0), evaluated with the scalar-relativistic solution.

The surface term has a simple meaning at small kR. There n₂(x) is proportional to x⁻³(1 + x²/6), so x n₂'/n₂ ≈ −3 + x²/3. For c → ∞, where k² = 2E,

cBₙ ≈ ½(−3/R + 2ER/3), N_out ≈ P(R)²R/3.

This equals the norm of a tail P = P(R)(R/r)² outside the sphere:

P(R)² ∫ᴿ^∞ (R/r)⁴ dr = P(R)²R/3.

At larger kR this reading fails. On approaching the first zero of n₂ from below, n₂'/n₂ falls to −∞, so dBₙ/dE and N_out must turn negative before it. The zero lies at kR = 3.96, but the sign change occurs already near kR ≈ 1.97. At kR = 1.57, the value met in (g), N_out is already only 0.59 P(R)²R/3. N_out is therefore a matching term, not in general a probability.

**(e) Express the splitting through ξ(λ), and give the leading correction to (5/2)ξ(0).**

*Answer.* The physical channels are the end points of the λ range. Following the same resonance between them gives

E(5/2) − E(3/2) = ∫ ξ(λ) dλ, from λ = −3/2 to λ = 1.

If ξ were independent of λ, this would be (5/2)ξ. In general, write

E(λ) = E₀ + λξ(0) + λ²η + …

The second-order contribution to the splitting is [1 − 9/4]η, so

E(5/2) − E(3/2) = (5/2)ξ(0) − (5/4)η + …

The mean weighted by 2j + 1 has no first-order shift, because [4(−3/2) + 6(1)]/10 = 0. Its second-order shift is

[4(9/4) + 6(1)]η/10 = (3/2)η.

The factor 5/2 is thus a first-order law. It needs a resonance that can be followed smoothly in λ, and a ξ(λ) that changes little over the range.

**(f) Find the resonance width Γ from the slope of the phase shift.**

*Answer.* Let Bⱼ be Bₙ with n₂ replaced by j₂. All Bessel functions below are taken at kR. The exterior wave gives

B(j₂ cos δ − n₂ sin δ) = Bⱼ j₂ cos δ − Bₙ n₂ sin δ,

and collecting terms,

cot δ = n₂(B − Bₙ)/[j₂(B − Bⱼ)].

At resonance B = Bₙ, so only the derivative of the vanishing factor survives:

d(cot δ)/dE = (n₂/j₂)(∂B/∂E − dBₙ/dE)/(Bₙ − Bⱼ).

From (d), the middle factor is −(N_in + N_out)/[cP(R)²]. The Wronskian j₂n₂' − j₂'n₂ = 1/(kR)² gives

Bₙ − Bⱼ = [k/(2cM₀)]/[(kR)² n₂j₂].

Therefore

d(cot δ)/dE = −2M₀kR²n₂²(N_in + N_out)/P(R)².

At δ = π/2 the derivative of cot δ is −dδ/dE. Near an isolated, narrow resonance at E_r, cot δ ≈ 2(E_r − E)/Γ, so dδ/dE = 2/Γ at E_r. We take this slope relation as the definition of Γ. Hence

Γ = P(R)²/[M₀kR²n₂²(N_in + N_out)].

A rising phase requires N_in + N_out > 0. For small kR, 1/(k n₂²) is proportional to k⁵. If the interior factors change little, the width then grows with energy, as expected for escape through the centrifugal barrier. The resonances of (g) lie outside this limit: at kR = 1.45 to 1.64 the exponent has dropped to about 3.5 to 3.3, and 1/(k n₂²) grows by a factor 1.53 between the two resonances while Γ grows by 1.83.

**(g) Compute the resonance energies and compare their splitting with (5/2)ξ(0). Discuss the normalisation, the second-order correction and the finite width.**

*Answer.* The regular solution is integrated outward from a small radius, with initial ratio Q/P = (s − 1)c/Z from (b). E is varied until Q(R) − Bₙ(E)P(R) = 0. The gradient needed for ξ(r) is, with u = 1 + r/a,

V' = [1 + (Z − 1)/u²]/r² + 2(Z − 1)/(a u³ r).

Both terms are positive, so ξ(r) > 0 and d5/2 lies above d3/2 to first order. The solutions have two radial nodes inside the sphere, as a 5d orbital has. The screening length a was chosen to place E₀ near 0.2 hartree, so the numbers describe this model and not mercury. The energies are

scalar-relativistic: E₀ = 0.19757 hartree,

d3/2: 0.16800 hartree = 4.571 eV,

d5/2: 0.21613 hartree = 5.881 eV.

The splitting is

0.21613 − 0.16800 = 0.04813 hartree = 1.310 eV.

The scalar-relativistic solution gives ξ(0) = 0.018977 hartree = 0.516 eV, and therefore

(5/2)ξ(0) = 2.5 × 0.018977 = 0.04744 hartree = 1.291 eV.

The Dirac splitting exceeds this estimate by 0.00069 hartree, or 1.5% of the estimate.

**Normalisation.** At E₀, kR = 1.57, and N_out supplies 12.4% of N_in + N_out. Leaving it out gives 0.02167 hartree for ξ(0) and

2.5 × 0.02167 = 0.0542 hartree,

which is 13% above the Dirac splitting. The surface term therefore matters much more here than the second-order correction.

**Where ξ comes from.** Half of the integral S at λ = 0 comes from r < 0.065 bohr and 90% from r < 0.121 bohr. The splitting of this valence resonance is thus set by its amplitude close to the nucleus. In that region M exceeds 1 by a few percent (M = 1.095, 1.023 and 1.010 at r = 0.020, 0.065 and 0.121 bohr), and it enters ξ(r) squared. Setting M = 1 in ξ(r), with P and the normalisation unchanged, raises ξ(0) to 0.02016 hartree, an increase of 6%.

**Second order.** The computed parameter falls as λ rises:

ξ(−3/2) = 0.02053 hartree,

ξ(0) = 0.01898 hartree,

ξ(1) = 0.01816 hartree.

The integration range extends further towards negative λ, where ξ is larger, so the splitting exceeds (5/2)ξ(0). The second derivative of E(λ) gives η = −0.00045 hartree, and

0.04744 + 1.25 × 0.00045 = 0.04800 hartree.

This accounts for most of the excess. The remaining 0.00013 hartree is of higher order, since the full integral over λ reproduces 0.04813 hartree. The weighted mean of the two levels lies 0.00070 hartree below E₀, close to the second-order value (3/2)η = −0.00067 hartree.

The fall of ξ(λ) can be divided into two factors. With sphere normalisation, ξ is 0.02395 hartree at λ = −3/2 and 0.02039 hartree at λ = 1, so the interior factor is 17% larger at the d3/2 end. The surface term partly offsets this, because its share of the norm is also larger there: 14.3% against 11.0%. The calculation does not isolate the cause of the interior change.

**Finite width.** The widths are

Γ(3/2) = 0.0297 hartree, Γ(5/2) = 0.0543 hartree.

These are the slope-defined widths of (f). The resonances are too broad for the linear form of cot δ to hold closely: at E_r ∓ Γ/2 the phase is 39° and 130° for d3/2 and 36° and 128° for d5/2, not 45° and 135°. The half-maximum widths of sin²δ are about 0.031 and 0.061 hartree, and the poles of the S-matrix give 0.028 and 0.050 hartree. The splitting is only 1.15 times the mean of the slope-defined widths. The interval of half-width Γ/2 about the d3/2 energy ends at 0.1828 hartree and that about the d5/2 energy begins at 0.1890 hartree, so the two intervals just fail to touch, while the tails of the resonances overlap. They remain separately defined because a spherical, spin-independent potential conserves j and κ, and each channel has its own phase shift. A magnetic or non-spherical potential can couple the channels, and the single-channel condition of (c) then no longer suffices.

The finite width, which acts within each channel separately, also limits what the 1.5% agreement means. If each resonance is placed where its phase shift rises most steeply, the splitting becomes 0.0442 hartree, 8% below the value from δ = π/2. This change in definition outweighs the second-order correction. The value ξ(0) = 0.018977 hartree therefore belongs to the δ = π/2 definition, for which it was derived. The factor 5/2 itself is not tied to that definition: the steepest-phase energies have their own slope dE/dλ at λ = 0, and 5/2 times that slope, 0.0433 hartree, lies about 2% below their splitting. For a narrow resonance with a nearly constant background phase the two definitions approach each other.

The numerical check finds the two energies independently from the original Dirac equations, and compares ξ(λ) and Γ with finite differences.

Numbers as computed

```
nuclear charge Z = 80
sphere radius R = 2.50 bohr
screening length a = 0.348 bohr
speed of light c = 137.0360 a.u.
atomic potential at R, v(R) = -0.87181 hartree
radial nodes of P inside R = 2
scalar-relativistic resonance E0 = 0.197573 hartree
k R at E0 = 1.5715
Dirac d3/2 resonance = 0.167996 hartree = 4.5714 eV
Dirac d5/2 resonance = 0.216127 hartree = 5.8811 eV
Dirac splitting = 0.048132 hartree = 1.3097 eV
xi(0), resonance norm = 0.018977 hartree = 0.5164 eV
dE/dlam at 0, finite difference = 0.018977 hartree
(5/2) xi(0) = 0.047443 hartree = 1.2910 eV
splitting / [(5/2) xi(0)] = 1.01451
splitting - (5/2) xi(0) = 0.000688 hartree
second-order coefficient eta = -0.000449 hartree
(5/2) xi - (5/4) eta = 0.048005 hartree
integral of xi(lam) = 0.048132 hartree
shift of weighted mean from E0 = -0.000699 hartree
(3/2) eta = -0.000674 hartree
lam, xi(lam), sphere-normalised xi [hartree], N_out/(N_in+N_out):
  -1.50  0.020533  0.023947  0.14255
   0.00  0.018977  0.021670  0.12424
   1.00  0.018155  0.020390  0.10960
(5/2) sphere-normalised xi(0) = 0.054174 hartree
xi(0) with M = 1 in xi(r) = 0.020159 hartree
half of xi(0) comes from r < 0.0649 bohr
90 percent of xi(0) comes from r < 0.1207 bohr
width d3/2 = 0.029681 hartree
width d5/2 = 0.054307 hartree
splitting / mean width = 1.146
splitting of steepest-phase energies = 0.044174 hartree
remainder, spin-orbit scaled by 0.2 = 2.343e-05 hartree
remainder, spin-orbit scaled by 0.1 = 5.735e-06 hartree
```
